**Gaussian bound for the Landau-Pekar functional, with a hafnium dioxide example**

The program tests the Gaussian energy $-\alpha^2/(3\pi)$, in units of the phonon energy $\hbar\omega$, where $\alpha$ is the Fröhlich coupling constant and lengths are in $\sqrt{\hbar/m\omega}$ for band mass $m$. It integrates the functional on a radial grid, minimizes over the Gaussian width at $\alpha=2.4$ and $7$, and asserts agreement with the derived energy, width and energy budget. A self-consistent spherical solution gives a minimum of $-0.1085\,\alpha^2$, and the program asserts that this lies below the Gaussian value $-0.1061\,\alpha^2$. Further assertions cover the sum over phonon wavevectors, the displaced oscillator, a two-mode version of the moving-frame state, and the integral that gives the rival bound $-\alpha$. For rough hafnium dioxide parameters the output shows $\alpha=2.40$, a Gaussian energy of $-42.8$ meV and a rival bound of $-168.1$ meV, so the strong-coupling picture does not apply there. The remaining lines size the lattice cutoff, mass anisotropy, temperature and electric field for the same example.

## Check in Python

```python
# Result under test: for the Landau-Pekar functional
#   E[psi] = (1/2) int |grad psi|^2 - (alpha/sqrt2) int int rho(r) rho(r') / |r-r'|
# the best Gaussian gives -alpha^2/(3 pi), above the functional's true minimum.
# Units of the functional: energy hbar*omega (optical phonon), length
# sqrt(hbar/(m omega)); rho = |psi|^2, alpha = Froehlich coupling constant.
# Radial functions are u(r) = sqrt(4 pi) r psi(r), with int u^2 dr = 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf, erfc

pi = np.pi


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


def coulomb_potential(u, r, h):
    """Potential int rho(r')/|r-r'| of a spherical density."""
    charge = u**2 * h
    outer = charge / r
    return np.cumsum(charge) / r + np.sum(outer) - np.cumsum(outer)


def radial_parts(u, r, h):
    """Kinetic energy and the double Coulomb integral."""
    padded = np.concatenate(([0.0], u, [0.0]))
    kinetic = 0.5 * np.sum(np.diff(padded)**2) / h
    repulsion = np.sum(u**2 * coulomb_potential(u, r, h)) * h
    return kinetic, repulsion


def gaussian_u(a, r):
    return np.sqrt(4 * pi) * r * (pi * a * a)**-0.75 * np.exp(-r**2 / (2 * a * a))


# --- Gaussian trial function: direct integration of the functional ---
h = 0.005
r = h * np.arange(1, 6001)
for a in (0.7, 1.9):
    u = gaussian_u(a, r)
    kin, rep = radial_parts(u, r, h)
    assert close(np.sum(u**2) * h, 1.0, 1e-8)
    assert close(kin, 3 / (4 * a * a), 2e-4)
    assert close(rep, np.sqrt(2 / pi) / a, 2e-4)
    assert np.max(abs(coulomb_potential(u, r, h) - erf(r / a) / r)) < 1e-3

for coupling in (2.4, 7.0):
    def direct_energy(a):
        kin, rep = radial_parts(gaussian_u(a, r), r, h)
        return kin - coupling / np.sqrt(2) * rep
    best = minimize_scalar(direct_energy, bounds=(1 / coupling, 6 / coupling),
                           method="bounded", options={"xatol": 1e-8})
    target = -coupling**2 / (3 * pi)
    assert close(best.fun, target, 2e-4)
    assert close(best.x, 3 * np.sqrt(pi) / (2 * coupling), 1e-3)
    kin, rep = radial_parts(gaussian_u(best.x, r), r, h)
    attraction = coupling / np.sqrt(2) * rep
    assert close(kin, -target, 2e-3)
    assert close(attraction, -2 * target, 2e-3)
    assert close(kin - 2 * attraction, 3 * target, 2e-3)


# --- true minimum of the functional at alpha = 1, by self-consistency ---
def pekar_minimum(h, r_max=30.0):
    r = h * np.arange(1, int(round(r_max / h)))
    u = gaussian_u(2.7, r)
    g = 1 / np.sqrt(2)
    previous = 0.0
    for _ in range(200):
        diagonal = 1 / h**2 - 2 * g * coulomb_potential(u, r, h)
        off = np.full(len(r) - 1, -0.5 / h**2)
        _, vec = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
        u = vec[:, 0] / np.sqrt(np.sum(vec[:, 0]**2) * h)
        kin, rep = radial_parts(u, r, h)
        energy = kin - g * rep
        if abs(energy - previous) < 1e-10:
            return energy, kin, rep, u, r
        previous = energy
    raise AssertionError("self-consistency not reached")


coarse = pekar_minimum(0.02)[0]
fine, kin_min, rep_min, u_min, r_min = pekar_minimum(0.01)
pekar_coefficient = fine + (fine - coarse) / 3
gauss_coefficient = -1 / (3 * pi)
assert abs(fine - coarse) < 2e-5
assert pekar_coefficient < gauss_coefficient - 1e-3
assert close(kin_min, -fine, 1e-3)

# --- Froehlich coupling summed over k reproduces the real-space attraction ---
k = np.linspace(0, 10, 501)
rho_k = np.sinc(np.outer(k, r_min) / pi) @ (u_min**2 * 0.01)
integrand = 4 * pi / (2 * pi)**3 * (4 * pi / np.sqrt(2)) * rho_k**2
k_sum = np.sum((integrand[1:] + integrand[:-1]) / 2) * (k[1] - k[0])
assert close(k_sum, rep_min / np.sqrt(2), 5e-4)

# --- displaced oscillator: lowest level of n + g(a + a^dagger) is -g^2 ---
lower = np.diag(np.sqrt(np.arange(1, 40)), 1)
number = np.diag(np.arange(40.0))
assert close(np.linalg.eigvalsh(number + 0.8 * (lower + lower.T))[0], -0.64, 1e-9)

# --- moving-frame coherent state, two modes +q and -q, zero total momentum ---
size, q, v = 14, 1.3, 0.5
low = np.diag(np.sqrt(np.arange(1, size)), 1)
num, one = np.diag(np.arange(float(size))), np.eye(size)
n1, n2 = np.kron(num, one), np.kron(one, num)
x1, x2 = np.kron(low + low.T, one), np.kron(one, low + low.T)
momentum = q * (n1 - n2)
two_mode = 0.5 * momentum @ momentum + n1 + n2 + v * (x1 + x2)
shift = -v / (1 + q * q / 2)
amplitudes = [np.exp(-shift**2 / 2)]
for n in range(1, size):
    amplitudes.append(amplitudes[-1] * shift / np.sqrt(n))
state = np.kron(amplitudes, amplitudes)
coherent_energy = state @ two_mode @ state
assert close(coherent_energy, -2 * v * v / (1 + q * q / 2), 1e-8)
assert np.linalg.eigvalsh(two_mode)[0] < coherent_energy


def moving_integrand(k):
    return 4 * pi / (2 * pi)**3 * (4 * pi / np.sqrt(2)) / (1 + k * k / 2)


assert close(quad(moving_integrand, 0, np.inf)[0], 1.0, 1e-7)
assert close(quad(moving_integrand, 0, 3.0)[0],
             2 / pi * np.arctan(3 / np.sqrt(2)), 1e-8)

# --- worked example: rough typical values for hafnium dioxide ---
mass, eps_inf, eps_static = 1.0, 4.5, 20.0
phonon, soft_phonon, cell = 0.070, 0.040, 0.51      # eV, eV, nm
inverse_kappa = 1 / eps_inf - 1 / eps_static
hbar2_over_me = sc.hbar**2 / sc.m_e / sc.e * 1e18    # eV nm^2
coulomb = sc.e / (4 * pi * sc.epsilon_0) * 1e9       # eV nm
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
rydberg = sc.physical_constants["Rydberg constant times hc in eV"][0]


def coupling_constant(m, hw):
    return coulomb * inverse_kappa * np.sqrt(m / (2 * hbar2_over_me * hw))


def phonon_length(m, hw):
    return np.sqrt(hbar2_over_me / (m * hw))


alpha = coupling_constant(mass, phonon)
length = phonon_length(mass, phonon)
width = 3 * np.sqrt(pi) / (2 * alpha) * length
binding = alpha**2 / (3 * pi) * phonon
pekar_binding = -pekar_coefficient * alpha**2 * phonon
adiabatic_ratio = (length / width)**2
phonon_number = 2 * alpha**2 / (3 * pi)
assert close(binding, rydberg * mass * inverse_kappa**2 / (3 * pi), 1e-6)
assert close(width, 3 * np.sqrt(pi / 2) * bohr / (inverse_kappa * mass), 1e-6)


def ellipsoid_energy(widths, masses):
    """Energy in eV of a Gaussian with axis widths in nm, from electrostatics."""
    w, m = np.array(widths), np.array(masses)
    kinetic = np.sum(hbar2_over_me / (4 * m * w**2))
    mean_inverse = 2 / np.sqrt(pi) * quad(
        lambda t: np.prod(1 / np.sqrt(1 + 2 * t * t * w**2)), 0, np.inf)[0]
    return kinetic - 0.5 * coulomb * inverse_kappa * mean_inverse


si_check = minimize_scalar(lambda w: ellipsoid_energy([w] * 3, [mass] * 3),
                           bounds=(0.3, 4.0), method="bounded")
assert close(si_check.fun, -binding, 1e-5)
assert close(si_check.x, width, 1e-2)

# anisotropic mass with the same mean inverse mass
m_side = 0.8 * mass
m_axis = 1 / (3 / mass - 2 / m_side)
aniso = minimize(
    lambda p: ellipsoid_energy(np.exp([p[0], p[0], p[1]]), [m_side, m_side, m_axis]),
    np.log([width, width]), method="Nelder-Mead",
    options={"xatol": 1e-5, "fatol": 1e-10})
assert aniso.success and aniso.fun < -binding
w_side, w_axis = np.exp(aniso.x)

# rival bound, with and without a cutoff at the Debye-sphere radius
cutoff = (6 * pi**2)**(1 / 3) / cell


def moving_binding(m, hw, k_max):
    reach = k_max * phonon_length(m, hw) / np.sqrt(2)
    return coupling_constant(m, hw) * hw * 2 / pi * np.arctan(reach)


rival = alpha * phonon
rival_cut = moving_binding(mass, phonon, cutoff)
rival_soft = moving_binding(mass, soft_phonon, cutoff)
assert min(rival, rival_cut, rival_soft) > pekar_binding

# mass that would bring alpha to 3 pi in the same host
heavy_mass = mass * (3 * pi / alpha)**2
heavy_alpha = coupling_constant(heavy_mass, phonon)
heavy_width = 3 * np.sqrt(pi) / (2 * heavy_alpha) * phonon_length(heavy_mass, phonon)
assert close(heavy_alpha**2 / (3 * pi), heavy_alpha, 1e-9)


def share_beyond_cutoff(a):
    return erfc(cutoff * a / np.sqrt(2))


tail = quad(lambda k: np.exp(-(k * heavy_width)**2 / 2), cutoff, np.inf)[0]
whole = quad(lambda k: np.exp(-(k * heavy_width)**2 / 2), 0, np.inf)[0]
assert close(share_beyond_cutoff(heavy_width), tail / whole, 1e-6)

field = 0.1                                           # V/nm, that is 1 MV/cm
k_b = sc.k / sc.e

print("GENERAL RESULTS (energy / (alpha^2 hbar omega))")
print(f"Gaussian bound: {gauss_coefficient:.6f}")
print(f"numerical minimum of functional: {pekar_coefficient:.5f}")
print(f"Gaussian misses of the minimum: "
      f"{100 * (1 - gauss_coefficient / pekar_coefficient):.2f} %")
print(f"alpha where Gaussian and moving-frame bounds cross: {3 * pi:.3f}")
print(f"alpha where functional minimum and moving-frame bound cross: "
      f"{-1 / pekar_coefficient:.3f}")
print("EXAMPLE INPUTS (rough, hafnium dioxide)")
print(f"band mass: {mass:.2f} m_e")
print(f"high-frequency and static constants: {eps_inf:.1f}, {eps_static:.1f}")
print(f"phonon energy: {1e3 * phonon:.0f} meV")
print(f"cell length: {cell:.2f} nm")
print("EXAMPLE RESULTS")
print(f"1/kappa: {inverse_kappa:.4f}")
print(f"alpha: {alpha:.3f}")
print(f"phonon length sqrt(hbar/(m omega)): {length:.3f} nm")
print(f"Gaussian width a: {width:.3f} nm")
print(f"Gaussian energy: {-binding / phonon:.4f} hbar omega")
print(f"Gaussian energy: {-1e3 * binding:.1f} meV")
print(f"functional minimum: {-1e3 * pekar_binding:.1f} meV")
print(f"kinetic energy: {1e3 * binding:.1f} meV")
print(f"net attraction: {-2e3 * binding:.1f} meV")
print(f"electron level: {-3e3 * binding:.1f} meV")
print(f"lattice energy: {2e3 * binding:.1f} meV")
print("VALIDITY AND NEGLECTED EFFECTS")
print(f"moving-frame bound: {-1e3 * rival:.1f} meV")
print(f"lattice cutoff wavevector: {cutoff:.2f} 1/nm")
print(f"moving-frame bound with cutoff: {-1e3 * rival_cut:.1f} meV")
print(f"same with phonon at {1e3 * soft_phonon:.0f} meV: {-1e3 * rival_soft:.1f} meV")
print(f"adiabatic ratio hbar/(m a^2 omega): {adiabatic_ratio:.3f}")
print(f"mean phonon number: {phonon_number:.3f}")
print(f"attraction from beyond cutoff: {share_beyond_cutoff(width):.1e} (fraction)")
print(f"anisotropic masses, side and axis: {m_side:.2f}, {m_axis:.2f} m_e")
print(f"anisotropic widths, side and axis: {w_side:.3f}, {w_axis:.3f} nm")
print(f"anisotropic Gaussian energy: {1e3 * aniso.fun:.1f} meV")
for temperature in (300, 400):
    occupation = 1 / np.expm1(phonon / (k_b * temperature))
    print(f"at {temperature} K: kT = {1e3 * k_b * temperature:.1f} meV, "
          f"phonon occupation {occupation:.3f}")
print(f"potential drop over a at {10 * field:.0f} MV/cm: {1e3 * field * width:.1f} meV")
print(f"field with drop over a equal to |E|: {10 * binding / width:.3f} MV/cm")
print(f"mass needed for alpha = 3 pi: {heavy_mass:.1f} m_e")
print(f"Gaussian width at that mass: {heavy_width:.4f} nm")
print(f"attraction from beyond cutoff at that mass: "
      f"{100 * share_beyond_cutoff(heavy_width):.0f} %")
print("every check passed")
```

It prints:

```
GENERAL RESULTS (energy / (alpha^2 hbar omega))
Gaussian bound: -0.106103
numerical minimum of functional: -0.10851
Gaussian misses of the minimum: 2.22 %
alpha where Gaussian and moving-frame bounds cross: 9.425
alpha where functional minimum and moving-frame bound cross: 9.216
EXAMPLE INPUTS (rough, hafnium dioxide)
band mass: 1.00 m_e
high-frequency and static constants: 4.5, 20.0
phonon energy: 70 meV
cell length: 0.51 nm
EXAMPLE RESULTS
1/kappa: 0.1722
alpha: 2.401
phonon length sqrt(hbar/(m omega)): 1.043 nm
Gaussian width a: 1.155 nm
Gaussian energy: -0.6117 hbar omega
Gaussian energy: -42.8 meV
functional minimum: -43.8 meV
kinetic energy: 42.8 meV
net attraction: -85.6 meV
electron level: -128.5 meV
lattice energy: 85.6 meV
VALIDITY AND NEGLECTED EFFECTS
moving-frame bound: -168.1 meV
lattice cutoff wavevector: 7.64 1/nm
moving-frame bound with cutoff: -149.3 meV
same with phonon at 40 meV: -116.3 meV
adiabatic ratio hbar/(m a^2 omega): 0.816
mean phonon number: 1.223
attraction from beyond cutoff: 1.1e-18 (fraction)
anisotropic masses, side and axis: 0.80, 2.00 m_e
anisotropic widths, side and axis: 1.206, 0.871 nm
anisotropic Gaussian energy: -45.3 meV
at 300 K: kT = 25.9 meV, phonon occupation 0.071
at 400 K: kT = 34.5 meV, phonon occupation 0.151
potential drop over a at 1 MV/cm: 115.5 meV
field with drop over a equal to |E|: 0.371 MV/cm
mass needed for alpha = 3 pi: 15.4 m_e
Gaussian width at that mass: 0.0750 nm
attraction from beyond cutoff at that mass: 57 %
every check passed
```
